\section*{Van Vleck's theorem for an s electron added to a parent term, part 2}

An s electron with spin $\mathbf s$ is added to an open shell $l^n$ with total spin operator $\mathbf S_p$. The parent term of the shell has quantum numbers $L$ and $S$. The total spin after the addition is $S_t=S\pm\tfrac12$, or $\tfrac12$ alone if $S=0$. The theorem to be proved states that, for $S\ge\tfrac12$,
\begin{equation}
E(S-\tfrac12)-E(S+\tfrac12)=(2S+1)\,\frac{G^l(s,l)}{2l+1}. \label{thm}
\end{equation}

The Hamiltonian is nonrelativistic, without spin--orbit coupling. The wave function is confined to one configuration, and all its terms are built from the same radial functions. Hartree atomic units are used: energies are in hartree and lengths in bohr.

Apart from a constant of the configuration, the Hamiltonian is $H(l^n)+V$. Here $H(l^n)$ acts among the $l$ electrons and fixes the parent energies, and $V$ is the repulsion between the s electron and the shell. It has been shown that
\begin{equation}
V=nF^0-K\left(\frac n2+2\,\mathbf S_p\cdot\mathbf s\right),\qquad
K=\frac{G^l(s,l)}{2l+1}>0 . \label{V2}
\end{equation}
$F^0$ is the direct radial integral between the s and the $l$ orbital. With real normalized radial functions $P(r)=rR(r)$, and $r_<$ and $r_>$ the smaller and the larger of $r_1$ and $r_2$, the exchange integral is
\begin{equation}
G^l(s,l)=\int_0^\infty\!\!\int_0^\infty
P_s(r_1)P_l(r_1)\,\frac{r_<^{\,l}}{r_>^{\,l+1}}\,
P_s(r_2)P_l(r_2)\,dr_1dr_2 . \label{G}
\end{equation}

The shell orbitals are $\varphi_m$, with projection $m$, and $N_\uparrow$ is the number of shell electrons with spin up. The exchange matrix between the s electron and these orbitals is $K$ times the unit matrix.

The first calculation treated one s and one $l$ electron. The spatial functions $[s(1)\varphi_m(2)\pm\varphi_m(1)s(2)]/\sqrt2$ belong to the singlet (plus) and the triplet (minus), and their repulsion energies give
\begin{equation}
E(\text{singlet})-E(\text{triplet})=2K. \label{two}
\end{equation}
There $K$ is the self-repulsion of the single density $s^*\varphi_m$, and is therefore positive.

\subsection{The parents do not mix}

The final quantum numbers $L$ and $S_t$ do not always identify the parent. In $d^3s$, for instance, a $^3F$ term can come from the $^4F$ or from the $^2F$ term of $d^3$. Symmetry alone would allow these two to mix, so it must be shown that $V$ does not mix them.

Denote the parent states by $|\gamma LM_LSM_S\rangle$, where $\gamma$ distinguishes terms with equal $L$ and $S$. They are eigenstates of $H(l^n)$. The components of $\mathbf S_p$ act on them by changing $M_S$, and leave $\gamma$, $L$, $M_L$ and $S$ as they are. The operator $V$ contains the shell through $n$ and $\mathbf S_p$ alone. Its matrix elements between different parents therefore vanish, including those between two parents with equal $L$ and $S$.

It follows that the parent energy $E_p$ and the energy of $V$ simply add. Within the chosen configuration this holds for any size of $K$, so the theorem is not a first-order result in the exchange integral.

\subsection{The eigenvalues}

The total spin is $\mathbf S_t=\mathbf S_p+\mathbf s$. The two spins act on different electrons and commute, so squaring the sum gives
\begin{equation}
2\,\mathbf S_p\cdot\mathbf s=\mathbf S_t^2-\mathbf S_p^2-\mathbf s^2
\;\rightarrow\;S_t(S_t+1)-S(S+1)-\tfrac34 .
\end{equation}
For the higher total spin,
\begin{equation}
\left(S+\tfrac12\right)\left(S+\tfrac32\right)-S(S+1)-\tfrac34
=S^2+2S+\tfrac34-S^2-S-\tfrac34=S .
\end{equation}
For the lower one,
\begin{equation}
\left(S-\tfrac12\right)\left(S+\tfrac12\right)-S(S+1)-\tfrac34
=S^2-\tfrac14-S^2-S-\tfrac34=-(S+1).
\end{equation}
Inserting these values in Eq.~(\ref{V2}) gives
\begin{align}
E(S+\tfrac12)&=E_p+nF^0-K\left(\tfrac n2+S\right), \label{hi}\\
E(S-\tfrac12)&=E_p+nF^0-K\left(\tfrac n2-S-1\right). \label{lo}
\end{align}
Subtracting the first line from the second removes $E_p$, $nF^0$ and $Kn/2$:
\begin{equation}
E(S-\tfrac12)-E(S+\tfrac12)=K(S+1+S)=(2S+1)\,\frac{G^l(s,l)}{2l+1}.
\end{equation}
This is the theorem. The quantum number $L$ has entered through $E_p$ alone, which cancels.

\subsection{The same result by counting parallel spins}

The two energies can also be found without $\mathbf S_p\cdot\mathbf s$. In a state where the s electron has a definite spin, the expectation value of the exchange term is $-K$ times the number of shell electrons with the same spin.

Take the parent with $M_S=S$ and add an s electron with spin up. This state has $S_t=S+\tfrac12$, and $N_\uparrow=\tfrac n2+S$ electrons are parallel to the added one. The exchange energy is $-K(\tfrac n2+S)$, as in Eq.~(\ref{hi}).

One step lower, at total projection $S-\tfrac12$, there are two states. One has $M_S=S$ with s spin down, and $\tfrac n2-S$ parallel electrons. The other has $M_S=S-1$ with s spin up, and $\tfrac n2+S-1$ parallel electrons. The sum of the two diagonal elements is $-K(n-1)$. It equals the sum of the two eigenvalues, one of which is already known, so the other is
\begin{equation}
-K(n-1)+K\left(\tfrac n2+S\right)=-K\left(\tfrac n2-S-1\right),
\end{equation}
in agreement with Eq.~(\ref{lo}).

\subsection{Mean energy and special cases}

The terms $S_t=S\pm\tfrac12$ have spin degeneracies $2S+2$ and $2S$. The mean of $2\mathbf S_p\cdot\mathbf s$ with these weights is proportional to
\begin{equation}
(2S+2)\,S-2S\,(S+1)=0 .
\end{equation}
The weighted mean of each pair is therefore
\begin{equation}
\bar E=E_p+n\left(F^0-\frac K2\right). \label{mean}
\end{equation}
The shift is the same for all parents of a given $l^n$, so the means repeat the intervals of the parent terms.

For $S=0$ the only total spin is $\tfrac12$. There is one term, at the energy of Eq.~(\ref{mean}), and nothing is split. The expression $(2S+1)K$ would give $K$ here, but it has no meaning without a second term.

For a shell that is at most half full the largest spin is $S=n/2$, and the splitting is $(n+1)K$. At half filling, $n=2l+1$, it becomes $G^l(2l+2)/(2l+1)$.

\subsection{Worked example: a model $d^3s$ configuration}

The radial functions are single Gaussians, $R_s\propto e^{-0.2r^2}$ and $R_d\propto r^2e^{-r^2}$, with $r$ in bohr. They define a model and do not represent a particular atom. Quadrature gives
\begin{equation}
F^0=0.58270,\qquad G^2=0.25134,\qquad K=\frac{0.25134}{5}=0.05027 .
\end{equation}
The predicted splittings are
\begin{align}
S=\tfrac32:&\quad 4K=0.2011\ \text{hartree}=5.47\ \text{eV},\\
S=\tfrac12:&\quad 2K=0.1005\ \text{hartree}=2.74\ \text{eV}.
\end{align}

For the parent $^4F$, with $E_p=1.9505$, the direct term is $3F^0=1.7481$. Equation~(\ref{hi}) has the factor $\tfrac32+\tfrac32=3$, and Eq.~(\ref{lo}) has $\tfrac32-\tfrac32-1=-1$. So
\begin{align}
E(^5F)&=1.9505+1.7481-0.1508=3.5478,\\
E(^3F)&=1.9505+1.7481+0.0503=3.7489 .
\end{align}

The numerical check takes another road. It computes the two-electron integrals without a multipole expansion and diagonalizes the repulsion among all 240 determinants of $d^3s$. It finds these energies, in hartree:
\begin{center}
\begin{tabular}{cccc}
parent & $E_p$ & $E(S+\frac12)$ & $E(S-\frac12)$\\
$^4F$ & 1.9505 & 3.5478 & 3.7489\\
$^4P$ & 2.0311 & 3.6284 & 3.8295\\
$^2G$ & 2.0425 & 3.6901 & 3.7906\\
$^2P$ & 2.0694 & 3.7169 & 3.8175\\
$^2H$ & 2.0694 & 3.7169 & 3.8175\\
$^2D$ & 2.0817 & 3.7293 & 3.8298\\
$^2F$ & 2.1500 & 3.7975 & 3.8981\\
$^2D$ & 2.2693 & 3.9168 & 4.0174
\end{tabular}
\end{center}
Both quartets are split by 0.2011 and all six doublets by 0.1005, for $L$ from 1 to 5. The two $^2D$ parents have different energies and the same splitting. The parents $^2P$ and $^2H$ coincide to the printed digits. That coincidence is already present in $d^3$, and the s electron shifts and splits both in the same way.

The table contains two $^3F$ terms, at 3.7489 from $^4F$ and at 3.7975 from $^2F$. They are only 0.049 apart and have the same symmetry, yet each keeps its own parent. The program tests this by checking that every eigenstate has a sharp parent spin and a sharp parent energy.

The means show the common shift. For $^4F$ and $^2G$,
\begin{align}
\tfrac18\left(5\times3.5478+3\times3.7489\right)&=3.6232=1.9505+1.6727,\\
\tfrac14\left(3\times3.6901+1\times3.7906\right)&=3.7152=2.0425+1.6727 .
\end{align}
Equation~(\ref{mean}) gives $3(0.58270-0.02513)=1.6727$ as well.

The same tests hold for $p^3s$, $d^2s$ and $f^2s$, which probe the factor $1/(2l+1)$ for $l=1,2,3$. The splitting divided by $K$ is 4 for the quartet of $p^3$, 2 for its doublets, and 3 for each triplet of $d^2$ and $f^2$. The singlet parents give one term each.

\subsection{An added electron that is not s}

Let a p electron join a single d electron. The final $L$ can be 1, 2 or 3. Let $\Phi_L(1,2)$ be the normalized function with electron 1 in p and electron 2 in d, coupled to $L$, and let $\mathcal P\Phi_L$ be the same function with the electrons exchanged. The singlet and triplet functions are $(\Phi_L\pm\mathcal P\Phi_L)/\sqrt2$. As in the first calculation of these notes,
\begin{equation}
E(^1L)-E(^3L)=2X_L,\qquad
X_L=\langle\Phi_L|\tfrac1{r_{12}}|\mathcal P\Phi_L\rangle .
\end{equation}
With Gaussian exponents 0.3 for p and 1.0 for d, in bohr$^{-2}$, the intervals are 0.1255 for $P$, $-0.0793$ for $D$ and 0.2223 for $F$, in hartree. They depend on $L$, and for $D$ the singlet is the lower term.

The reason lies in the angular integrals. A product of a p and a d orbital contains the ranks 1 and 3, and its exchange matrix connects different orbital projections. It is no longer a multiple of the unit matrix, so its expectation value depends on how the two orbital momenta are coupled. The sign is no longer guaranteed for every $L$. For an s electron $\Phi_L$ is the single product $s(1)\varphi_m(2)$, and $X_L$ is the positive self-repulsion of one density. For a p electron $\Phi_L$ is in general a sum of products, and the cross terms between them can be negative. For the $F$ term the state with $M_L=3$ is a single product, so $X_3$ is again positive. With the positive radial exchange integrals $G^1$ and $G^3$ of the p and d orbitals, the angular integrals give $X_1=\tfrac1{15}G^1+\tfrac9{35}G^3$, $X_2=-\tfrac15G^1+\tfrac3{35}G^3$ and $X_3=\tfrac25G^1+\tfrac3{245}G^3$. So $X_1$ is positive as well, and only the $D$ term has a negative part.

\subsection{A parent with two open shells}

Suppose that the parent has two open shells with spins $\mathbf S_1$ and $\mathbf S_2$, coupled to $S>0$. We assume that $S_1$ and $S_2$ are sharp in the parent. This holds when each shell has a single electron. In general the repulsion between the two shells mixes states of different $S_1$ and $S_2$, and the formula for $c_1$ below then does not apply. The derivation of $V$ applies to each shell, with its own constant $K_i=G^{l_i}/(2l_i+1)$, and the part that depends on spin is
\begin{equation}
-2\left(K_1\mathbf S_1+K_2\mathbf S_2\right)\cdot\mathbf s .
\end{equation}
If $K_1\ne K_2$, this is not a function of the total parent spin, and it can mix parents of different $S$. To first order such mixing is left out. This requires $|K_1-K_2|$ to be small compared with the distance between terms of equal $L$ and $S_t$ that are built on different parents. Otherwise the mixing shifts the terms, and the splitting depends on $L$ through the parent energies. Within one parent term $\mathbf S_i$ may then be replaced by $c_i\mathbf S_p$, since all vector operators are proportional to the spin within a multiplet of fixed $S$. Taking the scalar product with $\mathbf S_p=\mathbf S_1+\mathbf S_2$ gives
\begin{equation}
c_1=\frac{S(S+1)+S_1(S_1+1)-S_2(S_2+1)}{2S(S+1)},\qquad c_2=1-c_1 .
\end{equation}
The splitting becomes $(2S+1)(c_1K_1+c_2K_2)$. It returns to the theorem when $K_1=K_2$, and otherwise it depends on how the parent spin is composed.

\subsection{Where the single-configuration result fails}

The theorem describes one configuration, and in an atom other configurations mix in. Take $d^3s$ with the neighbours $d^4$ and $d^2s^2$. The $^5F$ term cannot mix with either. Four parallel spins in a d shell leave one of the five orbitals empty, which gives $^5D$ as the only quintet of $d^4$, and $d^2s^2$ has no quintets. The $^3F$ terms do have partners of the same symmetry in both neighbours, but equal symmetry does not ensure a matrix element. To reach $d^2s^2$ a pair of d electrons must turn into an $sd$ pair. That pair has $L=2$, and the only term of $d^2$ with $L=2$ is the singlet $^1D$. In the quartet parent $^4F$ every pair is a triplet, so the $^3F$ built on $^4F$ has no matrix element with $d^2s^2$, while the $^3F$ built on $^2F$ has one. Both $^3F$ terms couple to $d^4$. If the $^3F$ terms of $d^4$ lie higher, second-order mixing lowers the $^3F$ built on $^4F$ and reduces its interval to $^5F$. A value of $G^l$ fitted to measured intervals absorbs such effects and need not equal the integral computed from orbitals.

If the orbitals are optimized separately for the two terms, $G^l$, $F^0$ and the one-electron energies differ between them, and the differences no longer cancel.

Spin--orbit coupling splits each term into levels. Within one term it is proportional to $\mathbf L\cdot\mathbf S_t$, whose trace vanishes, so the mean of the levels weighted by $2J+1$ is unchanged to first order. The theorem then applies to these means, as long as the coupling is small compared with the distances between the terms it can mix.

\section*{Calculated quantities}
\begin{verbatim}
Model d^3 s, Gaussian radial functions
exponent of s: 0.2 bohr^-2, of d: 1.0 bohr^-2
determinants in d^3 s: 240
F0(s,d) by radial quadrature: 0.582704 hartree
G2(s,d) by radial quadrature: 0.251339 hartree
G2/5: 0.050268 hartree
direct integral, mean over d orbitals: 0.582704 hartree
exchange integral, mean over d orbitals: 0.050268 hartree
largest off-diagonal exchange integral below 1e-9 hartree: True
operator form, largest matrix error below 1e-8 hartree: True
Repulsion energies in hartree: parent, E(S+1/2), E(S-1/2), splitting
parent 4F: 1.950484 3.547792 3.748863 0.201071
parent 4P: 2.031083 3.628390 3.829461 0.201071
parent 2G: 2.042501 3.690076 3.790612 0.100535
parent 2P: 2.069367 3.716943 3.817478 0.100535
parent 2H: 2.069367 3.716943 3.817478 0.100535
parent 2D: 2.081716 3.729292 3.829827 0.100535
parent 2F: 2.149965 3.797541 3.898077 0.100535
parent 2D: 2.269260 3.916836 4.017372 0.100535
formula, parent S = 1.5: 0.201071 hartree = 5.4714 eV
formula, parent S = 0.5: 0.100535 hartree = 2.7357 eV
common shift of weighted means, 3(F0 - G2/10): 1.672710 hartree
Other shells: splitting divided by G^l/(2l+1), per parent
p^3 s, G^1 = 0.430093 hartree: 4S 4.0000, 2D 2.0000, 2P 2.0000
d^2 s, G^2 = 0.251339 hartree: 3F 3.0000, 1D single, 3P 3.0000, 1G single, 1S single
f^2 s, G^3 = 0.209449 hartree: 3H 3.0000, 3F 3.0000, 1G single, 1D single, 1I single, 3P 3.0000, 1S single
Contrast d p, exponent of p: 0.3 bohr^-2, of d: 1.0 bohr^-2
E(1P) - E(3P): 0.125530 hartree
E(1D) - E(3D): -0.079282 hartree
E(1F) - E(3F): 0.222272 hartree
\end{verbatim}
